# Flux from a Uniform Lambertian Disk to a Parallel On-Axis Element: test program

```python
"""Result under test: a uniform Lambertian disk of radius R, emitting J0 atoms
per area and time, gives a parallel on-axis element at distance h the flux
density F = J0 R^2/(R^2+h^2).
Symbols: s = radius on the disk, theta = angle from the surface normal,
alpha = half-angle of the disk seen from the element, n_sat = density of
saturated vapour, p = vapour pressure, T = source temperature.
Internal units are SI; printed units are given with each number.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad

k = const.k
torr = const.torr


def disk_fraction(R, h):
    return R**2 / (R**2 + h**2)


def surface_integral(R, h, offset=0.0, power=1):
    """F/J0 by direct summation over disk patches, emission ~ cos^power."""
    x, w = np.polynomial.legendre.leggauss(300)
    s = 0.5 * R * (x + 1)
    ws = 0.5 * R * w
    phi = 2 * np.pi * np.arange(256) / 256
    S, P = np.meshgrid(s, phi, indexing="ij")
    dx, dy = offset - S * np.cos(P), -S * np.sin(P)
    r2 = dx**2 + dy**2 + h**2
    cosine = h / np.sqrt(r2)
    emitted = (power + 1) / (2 * np.pi) * cosine**power
    integrand = emitted * cosine / r2 * S
    return float(np.sum(ws[:, None] * integrand) * 2 * np.pi / 256)


# Main result against direct surface integration, near and far
for ratio in (0.05, 0.5, 1.0, 2.0, 5.0, 20.0):
    assert abs(surface_integral(1.0, ratio) / disk_fraction(1.0, ratio) - 1) < 1e-6

# Share of all emitted atoms, from random cosine-law emission.
# Tolerance: about four standard deviations of the count plus receiver size.
rng = np.random.default_rng(7)
N = 3_000_000
s_mc = np.sqrt(rng.random(N))
u = rng.random(N)
tan_theta = np.sqrt(u / (1 - u))
azimuth = 2 * np.pi * rng.random(N)
x_hit = s_mc + tan_theta * np.cos(azimuth)
y_hit = tan_theta * np.sin(azimuth)
receiver_radius = 0.1
share_mc = np.mean(x_hit**2 + y_hit**2 < receiver_radius**2)
share_formula = np.pi * receiver_radius**2 / (np.pi * (1.0 + 1.0))
assert abs(share_mc / share_formula - 1) < 0.035

# Example inputs: silver, rough typical values
R, h = 0.01, 0.20
T, p = 1300.0, 0.01 * torr
mass = 107.87 * const.atomic_mass
film_density = 10490.0
n_film = film_density / mass
n_sat = p / (k * T)
J0 = p / np.sqrt(2 * np.pi * mass * k * T)

# Emission law from the Maxwellian velocity distribution
v_scale = np.sqrt(2 * k * T / mass)
third_moment = quad(lambda x: x**3 * np.exp(-x**2), 0, 12)[0] * v_scale / np.pi**1.5
assert abs(n_sat * third_moment / (J0 / np.pi) - 1) < 1e-8
mean_speed = 4 * np.pi * third_moment
hemisphere = quad(lambda t: 2 * np.sin(t) * np.cos(t), 0, np.pi / 2)[0]
assert abs(hemisphere - 1) < 1e-10

# Cone of uniform brightness seen from the element
alpha = np.arctan(R / h)
cone = quad(lambda t: 2 * np.sin(t) * np.cos(t), 0, alpha)[0]
fraction = disk_fraction(R, h)
assert abs(cone / fraction - 1) < 1e-8

F = J0 * fraction
growth = F / n_film
mass_loss = np.pi * R**2 * J0 * mass
film = 100e-9
time_film = film / growth
recession = J0 * time_film / n_film
share_cm2 = 1e-4 / (np.pi * (R**2 + h**2))

# Forward-peaked emission
def peaked_fraction(R, h, power):
    return 1 - (h / np.hypot(R, h))**(power + 1)


for power in (0, 2, 3):
    for distance in (1.0, 20.0):
        direct = surface_integral(1.0, distance, power=power)
        assert abs(direct / peaked_fraction(1.0, distance, power) - 1) < 1e-6
peaked_ratio = peaked_fraction(R, h, 2) / fraction

# Cooler rim: T(s) = T - dT s^2/R^2, constant heat of evaporation
heat_eV, dT = 2.65, 10.0
heat = heat_eV * const.e


def relative_emission(s):
    Ts = T - dT * (s / R)**2
    return np.exp(-heat / k * (1 / Ts - 1 / T)) * np.sqrt(T / Ts)


rim_flux = quad(lambda s: relative_emission(s) * 2 * h**2 * s / (s**2 + h**2)**2,
                0, R, epsabs=1e-13)[0]
rim_ratio = rim_flux / fraction
a_rim = heat * dT / (k * T**2)
rim_estimate = (1 - np.exp(-a_rim)) / a_rim
assert abs(rim_ratio / rim_estimate - 1) < 0.01  # estimate is first order in dT/T

# Collisions inside the vapour: atoms per area along the axis
def vapour_column(z1, z2):
    return n_sat / 2 * ((z2 - np.hypot(z2, R)) - (z1 - np.hypot(z1, R)))


# Density is flux per solid angle / speed, summed over the disk (lengths in R)
direct_column = dblquad(
    lambda s, z: 2 * s * z / (s**2 + z**2)**1.5, 0.1, h / R, 0, 1)[0]
direct_column *= J0 / mean_speed * R
assert abs(direct_column / vapour_column(0.1 * R, h) - 1) < 1e-6
d_silver = 0.34e-9
column = vapour_column(0.0, h)
vapour_collisions = column * np.pi * d_silver**2

# Hot walls above a recessed melt, re-emitting at most J0
recess = 0.005
wall_max = quad(lambda H: 2 * R**2 * H / (R**2 + H**2)**2, h - recess, h,
                epsabs=1e-14)[0]
upper_fraction = disk_fraction(R, h - recess)
assert abs((fraction + wall_max) / upper_fraction - 1) < 1e-8
wall_ratio = upper_fraction / fraction

# Residual nitrogen at room temperature
p_gas, T_gas, d_gas = 1e-6 * torr, 300.0, 0.37e-9
mass_gas = 28.0 * const.atomic_mass
speed_gas = np.sqrt(8 * k * T_gas / (np.pi * mass_gas))
sigma_gas = np.pi * ((d_silver + d_gas) / 2)**2
relative_speed = np.hypot(mean_speed, speed_gas)
path_gas = mean_speed / (p_gas / (k * T_gas) * sigma_gas * relative_speed)
gas_collisions = h / path_gas

# Sideways displacement of the element
offset = 0.02
offset_ratio = surface_integral(R, h, offset=offset) / fraction
assert abs(offset_ratio / (h**2 / (h**2 + offset**2))**2 - 1) < 0.005  # small source

print("EXACT AND FAR FORMULAS, F/J0 (no unit)")
for ratio in (0.5, 1.0, 2.0, 5.0, 20.0):
    print(f"h/R = {ratio:4.1f}: exact {disk_fraction(1, ratio):.6f}, "
          f"direct integral {surface_integral(1, ratio):.6f}, far {1/ratio**2:.6f}")
print(f"Random emission, h=R, receiver radius 0.1R: share {share_mc:.5f}")
print(f"Formula for the same share: {share_formula:.5f}")
print("SILVER EXAMPLE, INPUTS (rough typical values)")
print(f"Source radius R: {R*100:.1f} cm")
print(f"Distance h: {h*100:.1f} cm")
print(f"Source temperature: {T:.0f} K")
print(f"Vapour pressure: {p/torr:.3f} Torr = {p:.3f} Pa")
print(f"Atomic mass: {mass/const.atomic_mass:.2f} u = {mass:.4e} kg")
print(f"Film density: {film_density/1000:.2f} g/cm3")
print("RESULTS")
print(f"Film atom density: {n_film*1e-6:.3e} cm^-3")
print(f"Saturated vapour density: {n_sat*1e-6:.3e} cm^-3")
print(f"Mean speed of vapour atoms: {mean_speed:.1f} m/s")
print(f"Emitted flux J0: {J0*1e-4:.3e} cm^-2 s^-1")
print(f"Half-angle alpha: {np.degrees(alpha):.3f} degrees")
print(f"Fraction F/J0: {fraction:.6f}")
print(f"Received flux F: {F*1e-4:.3e} cm^-2 s^-1")
print(f"Growth rate: {growth*1e9:.3f} nm/s = {growth*1e10:.2f} angstrom/s")
print(f"Source mass loss: {mass_loss*1e6:.3f} mg/s")
print(f"Time for {film*1e9:.0f} nm: {time_film:.0f} s")
print(f"Melt recession in that time, solid equivalent: {recession*1e6:.1f} um")
print(f"Share of all atoms caught by 1 cm2: {share_cm2:.3e}")
print(f"Excess of far formula: {100*(R**2/h**2/fraction-1):.3f} %")
print("NEGLECTED EFFECTS")
print(f"cos^2 emission, flux relative to cosine law: {peaked_ratio:.4f}")
print(f"Heat of evaporation (rough): {heat_eV:.2f} eV per atom")
print(f"Rim cooler by {dT:.0f} K: exponent a = {a_rim:.4f}")
print(f"Rim effect, flux ratio: {rim_ratio:.4f}; estimate {rim_estimate:.4f}")
print(f"Silver collision diameter (rough): {d_silver*1e9:.2f} nm")
print(f"Vapour column on axis: {column*1e-4:.3e} cm^-2")
print(f"Collisions per atom in vapour (rough): {vapour_collisions:.3f}")
print(f"Melt recess below rim: {recess*1000:.1f} mm")
print(f"Hot walls, largest flux ratio: {wall_ratio:.4f}")
print(f"Nitrogen: {p_gas/torr:.1e} Torr, {T_gas:.0f} K, diameter {d_gas*1e9:.2f} nm")
print(f"Mean free path in nitrogen: {path_gas:.1f} m")
print(f"Collisions per atom with nitrogen: {gas_collisions:.5f}")
print(f"Element {offset*100:.1f} cm off axis, flux ratio: {offset_ratio:.4f}")
print("all tests passed")
```

Running it gives:

```
EXACT AND FAR FORMULAS, F/J0 (no unit)
h/R =  0.5: exact 0.800000, direct integral 0.800000, far 4.000000
h/R =  1.0: exact 0.500000, direct integral 0.500000, far 1.000000
h/R =  2.0: exact 0.200000, direct integral 0.200000, far 0.250000
h/R =  5.0: exact 0.038462, direct integral 0.038462, far 0.040000
h/R = 20.0: exact 0.002494, direct integral 0.002494, far 0.002500
Random emission, h=R, receiver radius 0.1R: share 0.00498
Formula for the same share: 0.00500
SILVER EXAMPLE, INPUTS (rough typical values)
Source radius R: 1.0 cm
Distance h: 20.0 cm
Source temperature: 1300 K
Vapour pressure: 0.010 Torr = 1.333 Pa
Atomic mass: 107.87 u = 1.7912e-25 kg
Film density: 10.49 g/cm3
RESULTS
Film atom density: 5.856e+22 cm^-3
Saturated vapour density: 7.428e+13 cm^-3
Mean speed of vapour atoms: 505.1 m/s
Emitted flux J0: 9.380e+17 cm^-2 s^-1
Half-angle alpha: 2.862 degrees
Fraction F/J0: 0.002494
Received flux F: 2.339e+15 cm^-2 s^-1
Growth rate: 0.399 nm/s = 3.99 angstrom/s
Source mass loss: 0.528 mg/s
Time for 100 nm: 250 s
Melt recession in that time, solid equivalent: 40.1 um
Share of all atoms caught by 1 cm2: 7.938e-04
Excess of far formula: 0.250 %
NEGLECTED EFFECTS
cos^2 emission, flux relative to cosine law: 1.4991
Heat of evaporation (rough): 2.65 eV per atom
Rim cooler by 10 K: exponent a = 0.1820
Rim effect, flux ratio: 0.9157; estimate 0.9143
Silver collision diameter (rough): 0.34 nm
Vapour column on axis: 3.621e+13 cm^-2
Collisions per atom in vapour (rough): 0.132
Melt recess below rim: 5.0 mm
Hot walls, largest flux ratio: 1.0518
Nitrogen: 1.0e-06 Torr, 300 K, diameter 0.37 nm
Mean free path in nitrogen: 57.1 m
Collisions per atom with nitrogen: 0.00350
Element 2.0 cm off axis, flux ratio: 0.9804
all tests passed
```
